# Adiabatic hopping barrier of a small polaron from two coupled parabolas

## The problem

An excess electron in an oxide can distort the lattice around one metal ion and become trapped in its own distortion. This small polaron moves by hopping to a neighbouring ion. Two electronic states describe the hop: the electron sits on site A or on site B. Their energies as functions of the lattice distortion are called diabatic, because each curve keeps the electron on its site whatever the lattice does.

Let \(x\) be the lattice coordinate that leads from the relaxed distortion around A, at \(x=0\), to the one around B, at \(x=d\). Both wells are harmonic with the same force constant \(K\) and the same minimum energy. With \(q=x/d\) and \(\lambda=Kd^2/2\), the diabatic energies are

\[
E_A=\tfrac12Kx^2=\lambda q^2,\qquad
E_B=\tfrac12K(x-d)^2=\lambda(1-q)^2 .
\]

At \(q=0\) the electron on A has energy 0. Moved to B with the lattice held fixed, it has energy \(\lambda\). This vertical transfer cost is the reorganization energy.

The two states are coupled by a constant off-diagonal matrix element \(V\). It can be taken positive, since a change of sign of one basis state reverses its sign. The electronic Hamiltonian is

\[
H(q)=\begin{pmatrix}\lambda q^2&V\\ V&\lambda(1-q)^2\end{pmatrix}.
\]

Take \(\lambda=1\) eV and \(V=0.1\) eV.

(a) Calculate the adiabatic hopping barrier, that is, the height of the top of the lower eigenvalue of \(H(q)\) above its own minimum. For which couplings does a barrier exist?

(b) Estimate the hopping rate and the mobility at 300 K, for a hop length \(a=0.35\) nm, roughly that between neighbouring metal ions in hafnia, and a phonon energy \(\hbar\omega=0.05\) eV.

(c) How does a field of 1 or 3 MV/cm change the barrier, and how large are the quantum effects of the nuclei?

## A tempting solution

The diabatic curves cross where \(\lambda q^2=\lambda(1-q)^2\), at \(q=1/2\). Their common energy there is \(\lambda/4=0.25\) eV. The coupling splits the crossing into two levels at \(\lambda/4\pm V\), and the polaron passes over the lower one. The hop starts from the bottom of parabola A, where the energy is zero. The barrier is therefore

\[
\frac{\lambda}{4}-V=0.25-0.10=0.15\ \text{eV}.\qquad\text{(wrong)}
\]

## Where it fails

The energy of the top is right. The fault lies in the starting energy: the top was taken from the coupled problem and the bottom from the uncoupled one.

The coupling also acts at the bottom of the well. At \(q=0\) the diabatic energies are 0 and \(\lambda\), and the lower eigenvalue of \(H(0)\) is

\[
\frac{\lambda-\sqrt{\lambda^2+4V^2}}{2}
=\frac{1-\sqrt{1.04}}{2}\ \text{eV}\approx-0.0099\ \text{eV}.
\]

The lower sheet has thus already dropped below zero at \(q=0\), and its minimum can only be as low as this or lower. The true barrier is at least 0.1599 eV.

A larger coupling makes the fault plain. At \(V=\lambda/4\) the expression \(\lambda/4-V\) vanishes, and beyond that it is negative. A maximum lying between two minima cannot lie below them.

## The barrier

Measure the coordinate from the crossing, \(u=q-\tfrac12\). Then

\[
\lambda q^2=\lambda\left(u^2+u+\tfrac14\right),\qquad
\lambda(1-q)^2=\lambda\left(u^2-u+\tfrac14\right).
\]

The mean of the two is \(\lambda(u^2+\tfrac14)\), and half their difference is \(\lambda u\). The Hamiltonian becomes

\[
H=\lambda\left(u^2+\tfrac14\right)\mathbb 1+M,\qquad
M=\begin{pmatrix}\lambda u&V\\V&-\lambda u\end{pmatrix}.
\]

Multiplying out gives \(M^2=(\lambda^2u^2+V^2)\mathbb 1\), and \(M\) has zero trace. Its eigenvalues are therefore \(\pm s\), with

\[
s=\sqrt{\lambda^2u^2+V^2}\ \ge V .
\]

The lower sheet is \(E_-=\lambda u^2+\lambda/4-s\). The definition of \(s\) gives \(\lambda u^2=(s^2-V^2)/\lambda\), so that \(u\) can be eliminated:

\[
E_-=\frac{s^2}{\lambda}-s+\frac{\lambda}{4}-\frac{V^2}{\lambda}
=\frac{(s-\lambda/2)^2}{\lambda}-\frac{V^2}{\lambda}.
\]

The first three terms form a complete square. The lower sheet is a parabola in \(s\), and its extrema can be read off.

**Minima.** If \(V<\lambda/2\), the value \(s=\lambda/2\) can be reached, and the square vanishes there. This requires \(\lambda^2u^2=\lambda^2/4-V^2\), hence

\[
u=\pm\sqrt{\frac14-\frac{V^2}{\lambda^2}},\qquad
E_{\min}=-\frac{V^2}{\lambda}=-0.01\ \text{eV}.
\]

For the given numbers \(u=\pm0.4899\), so the left minimum lies at \(q=0.0101\), slightly displaced towards the other site.

**Top.** On the way from one minimum to the other, \(s\) falls from \(\lambda/2\) to its least value \(V\) at \(u=0\) and rises again. The square grows as \(s\) falls below \(\lambda/2\), so the maximum is at \(u=0\):

\[
E_{\rm top}=\frac{\lambda}{4}-V=0.15\ \text{eV}.
\]

**Barrier.** The difference is

\[
B=E_{\rm top}-E_{\min}
=\frac{\lambda}{4}-V+\frac{V^2}{\lambda}
=\frac{(\lambda-2V)^2}{4\lambda}.
\]

The numbers give

\[
B=0.25-0.10+0.01=\frac{(0.8)^2}{4}\ \text{eV}=0.16\ \text{eV},
\]

or 15.4 kJ/mol. No expansion in \(V\) has been made: within this two-state model the term \(V^2/\lambda\) is the full lowering of the minimum.

## When there is a barrier, and what it depends on

If \(V\ge\lambda/2\), the value of \(s\) never falls below \(\lambda/2\). Then \(E_-\) rises with \(s\), and so with \(|u|\), from a single minimum at \(u=0\). The electron is shared equally between the sites and there is no hop. The barrier formula must not be used there, although for \(V>\lambda/2\) its square again gives a positive number.

For \(V\to0\) the barrier tends to \(\lambda/4\), the height of the diabatic crossing. For \(V\to\lambda/2\) it vanishes as the square of \(\lambda-2V\), and the two minima merge with the top at \(u=0\).

The derivatives show how uncertain parameters matter:

\[
\frac{\partial B}{\partial V}=-1+\frac{2V}{\lambda}=-0.80,\qquad
\frac{\partial B}{\partial\lambda}=\frac14-\frac{V^2}{\lambda^2}=0.24 .
\]

Raising \(V\) by 10 % at fixed \(\lambda\) lowers the barrier to 0.152 eV. Raising \(\lambda\) by 10 % at fixed \(V\) lifts it to 0.184 eV. The same relative error in \(\lambda\) thus does about three times as much harm.

The convention for \(V\) matters too. Here \(V\) is the matrix element and the gap at the crossing is \(2V=0.2\) eV. If 0.1 eV were instead the full gap, the matrix element would be 0.05 eV and the barrier \((0.9)^2/4=0.20\) eV.

## How localized the electron is

Let \(p\) be the population of A minus that of B at the left minimum. It is the expectation value of \(\sigma_z=\mathrm{diag}(1,-1)\). Since \(M=\lambda u\,\sigma_z+V\sigma_x\), the derivative of its lower eigenvalue \(-s\) with respect to the coefficient \(\lambda u\) gives this expectation value:

\[
\langle\sigma_z\rangle=-\frac{\partial s}{\partial(\lambda u)}
=-\frac{\lambda u}{s}.
\]

At the left minimum \(u<0\) and \(s=\lambda/2\), so

\[
p=2|u|=\sqrt{1-\frac{4V^2}{\lambda^2}}=0.980 .
\]

The population of A is \((1+p)/2=0.99\). The electron is well localized, yet its 1 % share on B goes with a lowering of the minimum that is not negligible against the barrier. The vertical gap between the sheets at the minimum is \(2s=\lambda=1\) eV.

## Rate and mobility

The rate needs the vibration frequency in the adiabatic well. Differentiating the completed square gives

\[
\frac{dE_-}{du}=\frac{2}{\lambda}\left(s-\frac{\lambda}{2}\right)\frac{ds}{du},
\qquad \frac{ds}{du}=\frac{\lambda^2u}{s}.
\]

In the second derivative at the minimum, the term with \(s-\lambda/2\) vanishes. There \(ds/du=2\lambda u\), and therefore

\[
\frac{d^2E_-}{du^2}=\frac{2}{\lambda}(2\lambda u)^2=8\lambda u^2=2\lambda p^2 .
\]

The diabatic curvature is \(2\lambda\). The frequency goes as the square root of the curvature, so \(\omega_0=p\,\omega\) and \(\hbar\omega_0=0.0490\) eV. The attempt frequency is \(\omega_0/2\pi=1.185\times10^{13}\) s\(^{-1}\).

Let the kinetic energy be \(m\dot q^2/2\), so that \(m\omega^2=2\lambda\). Assume classical nuclei in thermal equilibrium, and count every forward crossing of the top as a completed hop. The mean forward speed of a Maxwell distribution is \(\sqrt{k_BT/2\pi m}\). The probability density at the top is its Boltzmann factor divided by the integral over the well, which is Gaussian in the harmonic approximation:

\[
k=\sqrt{\frac{k_BT}{2\pi m}}\;
\frac{e^{-E_{\rm top}/k_BT}}{e^{-E_{\min}/k_BT}\sqrt{2\pi k_BT/(m\omega_0^2)}}
=\frac{\omega_0}{2\pi}\,e^{-B/k_BT}.
\]

The barrier that enters is \(E_{\rm top}-E_{\min}\), both taken on the same sheet. At 300 K, \(k_BT=0.02585\) eV and

\[
k=1.185\times10^{13}\,e^{-0.16/0.02585}\ \text{s}^{-1}
=2.4\times10^{10}\ \text{s}^{-1}.
\]

Integrating over the actual well instead of the Gaussian changes this rate by 0.5 %.

With the same prefactor, the erroneous 0.15 eV would give a rate 1.47 times too large. The uncorrected crossing height of 0.25 eV would give one 32.5 times too small.

For the mobility, consider a chain of equivalent sites with independent carriers and uncorrelated hops at rate \(k\) to each of two neighbours. The rate is taken from the isolated pair, so the effect of the outer neighbours on the barrier is neglected. The mean square displacement grows as \(2ka^2t\). Setting this equal to \(2Dt\) gives \(D=ka^2\). The Einstein relation then yields

\[
\mu=\frac{ea^2k}{k_BT}
=\frac{(3.5\times10^{-8}\ \text{cm})^2\,(2.43\times10^{10}\ \text{s}^{-1})}{0.02585\ \text{V}}
=1.2\times10^{-3}\ \text{cm}^2/\text{Vs}.
\]

At 358 K, with all parameters held fixed, it is \(2.6\times10^{-3}\) cm\(^2\)/Vs. The mobility rises with temperature because the Boltzmann factor outweighs the \(1/T\) of the Einstein relation.

## The effect of a field

Let the force on the electron point from A to B. The field \(F\) lowers B relative to A by \(\Delta=eFa\), which adds \((\Delta/2)\sigma_z\) to the Hamiltonian. A field of 1 MV/cm is 0.1 V/nm, so \(\Delta=0.035\) eV. At 3 MV/cm, \(\Delta=0.105\) eV.

To first order, each stationary energy shifts by \((\Delta/2)\langle\sigma_z\rangle\). The starting minimum rises by \(p\Delta/2\). The top does not move, since the populations are equal there. The forward barrier thus falls by \(p\Delta/2\).

The second-order shift of the top follows from an expansion for small \(u\) and \(\Delta\):

\[
E_-\approx\frac{\lambda}{4}-V+\lambda u^2-\frac{(\lambda u+\Delta/2)^2}{2V}.
\]

Setting the derivative to zero gives \(\lambda u+\Delta/2=2Vu\), hence \(u=-\Delta/[2(\lambda-2V)]\). Inserting this, the last two terms become \(\lambda u^2-2Vu^2=(\lambda-2V)u^2\). With the smaller second-order shift of the minimum left out,

\[
B(\Delta)\approx B-\frac{p\Delta}{2}+\frac{\Delta^2}{4(\lambda-2V)} .
\]

At 1 MV/cm this is \(0.16000-0.01715+0.00038=0.1432\) eV, in agreement with 0.1432 eV from a numerical search on the full lower sheet. At 3 MV/cm it is \(0.1600-0.0514+0.0034=0.1120\) eV, against 0.1121 eV. With the prefactor held fixed, the forward rate grows by factors of about 1.9 and 6.4. At 3 MV/cm the energy drop per hop is four times \(k_BT\), so the low-field mobility should not be used to find the drift velocity there.

The factor \(p\) needs care in a chain. In the two-site model the minima differ in energy by \(p\Delta\), because the electron moves a distance \(pa\). Drift computed from the two biased barriers at weak field accordingly gives 0.980 of the Einstein mobility. In a chain of equivalent sites, successive polaron positions are a full \(a\) apart and the missing 2 % is an artefact of the pair.

## Quantum effects of the nuclei

The nuclei can tunnel through the barrier. To estimate this, the quantum transmission through the lower sheet, continued as a constant outside the two minima, was averaged over a thermal distribution. It exceeds the classical passage over the top by a factor 1.88 at 300 K.

The well also has discrete levels. Its classical partition function is \(1/y\), with \(y=\hbar\omega_0/k_BT=1.895\), and the quantum one is \(1/[2\sinh(y/2)]\). The quantum value is smaller, which raises the rate by \(2\sinh(y/2)/y=1.16\).

Together the factor is about 2.2 for nuclei moving on the lower sheet alone. A classical rate would need a barrier lower by \(k_BT\ln2.17=0.020\) eV to match it. Both numbers overstate the effect, because they leave out a correction at the top that is derived at the end of this section. The potential barrier remains 0.16 eV, but an activation analysis of rates need not return that number. The estimate joins a scattering problem to a harmonic well and is not a full quantum rate.

The electron might also fail to follow the lower sheet. The Landau–Zener formula, taken here as a known result, gives the probability of a jump to the upper sheet as

\[
P=\exp\left(-\frac{2\pi V^2}{\hbar\,|d(E_A-E_B)/dt|}\right).
\]

Since \(E_A-E_B=2\lambda u\), the sweep rate is \(2\lambda|\dot q|\). The mean thermal speed is \(\sqrt{2k_BT/\pi m}=\omega\sqrt{k_BT/\pi\lambda}\). The denominator is then \(2(1)(0.05)\sqrt{0.02585/\pi}=0.00907\) eV\(^2\), the exponent is \(-6.93\), and \(P\approx10^{-3}\) at this speed. Fast passages are more frequent at the top and jump more easily: averaging \(P\) over the forward flux, with weight \(\dot q\,e^{-m\dot q^2/2k_BT}\), gives about \(2.5\times10^{-2}\). Both values are only a rough guide, because the formula assumes a constant speed. The upper sheet lies \(2V=0.2\) eV above the top of the lower one, while a typical thermal passage has only about \(k_BT\) to spare. Most passages therefore lack the energy to end on the upper sheet.

The upper state still matters for quantum nuclei. Near the top the electronic state turns quickly from A to B. Its mixing angle \(\theta\), defined by \(\tan2\theta=V/(\lambda u)\), changes at the rate \(|d\theta/du|=\lambda/2V\) at \(u=0\). The nuclear kinetic energy acts on this change too and raises the top by

\[
\frac{\hbar^2}{2m}\left(\frac{d\theta}{du}\right)^2
=\frac{(\hbar\omega)^2}{4\lambda}\,\frac{\lambda^2}{4V^2}
=\frac{(\hbar\omega)^2\lambda}{16V^2}=0.016\ \text{eV}.
\]

This is comparable with \(k_BT\), so the quantum enhancement is smaller than the factor 2.2 found on the lower sheet alone. The correction is confined to a narrow region around the top and grows as \(1/V^2\) when the coupling becomes weaker. The lower sheet gives the classical barrier, but a quantitative quantum rate needs both states.

## What this says about real hafnia

A reorganization energy near 1 eV and a coupling of one or two tenths of an eV are roughly typical of small polarons in transition-metal oxides, such as electrons in hematite. They are not values established here for hafnia. The hop length is roughly the distance between neighbouring hafnium ions, and fields of one to a few MV/cm are the rough scale for switching hafnia ferroelectrics.

Real films break the assumption of equal site energies, through defects, grain boundaries and local polarization. If B lies 0.1 eV above A, setting \(\Delta=-0.1\) eV gives a barrier of \(0.160+0.049+0.003=0.21\) eV. At fixed prefactor and 300 K this hop is slower by a factor of about 7.5. Deep traps can reduce the mobility much further.

The number of neighbours also matters. Suppose \(\lambda\) is shared equally by independent distortions at the two sites. Localization on one site then gains \(\lambda/2=0.5\) eV, plus \(V^2/\lambda=0.01\) eV per neighbour. An undistorted electron spread over a lattice with \(z\) neighbours gains \(zV\) if the bonds form no closed loops of odd length, as in the chain and the simple cubic lattice. Where bonds form triangles, the sign of \(V\) can no longer be removed. On the face-centred cubic lattice, which the hafnium ions roughly form, \(z=12\) and the gain is \(12|V|\) for a negative matrix element but only \(4V\) for a positive one. For the chain, \(z=2\), the polaron wins with 0.52 against 0.2 eV. For a simple cubic lattice with the same coupling in all directions, \(z=6\), it loses with 0.56 against 0.6 eV. Outer neighbours change the barrier as well. In the chain, the second neighbour lowers the minimum by a further \(V^2/\lambda=0.010\) eV. At the top, the electron is shared by two half-distorted sites and lies \(\lambda/2+V\) below the undistorted outer sites. Each of the two outer neighbours is coupled to it by \(V/\sqrt2\), and together they lower the top by about \(V^2/(\lambda/2+V)=0.017\) eV. The barrier thus falls from 0.160 to about 0.153 eV, which at fixed prefactor raises the rate at 300 K by a factor of about 1.3. On the square and simple cubic lattices the reduction is larger, since each further pair of outer neighbours lowers the top by more than the matching neighbour lowers the minimum. Where bonds form triangles, the sign of \(V\) decides: a neighbour common to both sites couples to the shared state by \(\sqrt2|V|\) for negative \(V\) and not at all for positive \(V\). On the triangular lattice with positive \(V\), the top is lowered by about \(3\times0.017\) eV and the minimum by a further \(5\times0.010\) eV, so the barrier hardly changes. The barrier of 0.16 eV can therefore serve as a rough estimate for transport when the coupling is appreciable along few directions; with many coupled neighbours the barrier, and whether the polaron is bound at all, depend on the lattice and on the signs of the couplings. The numerical output lists the main computed values.

## Computed results

```
reorganization energy: 1.00 eV
electronic coupling: 0.10 eV
diabatic crossing height lam/4: 0.2500 eV
lower-sheet top (searched): 0.1500 eV
lower-sheet minimum (searched): -0.0100 eV
coordinate q of first minimum: 0.0101
adiabatic barrier (searched): 0.1600 eV
adiabatic barrier (formula): 0.1600 eV
barrier converted: 15.44 kJ/mol
vertical gap at the minimum: 1.0000 eV
population of site A at first minimum: 0.9899
site polarization at first minimum: 0.9798
phonon energy (input): 0.050 eV
hop length (input): 0.35 nm
temperatures (input): 300 K and 358 K
thermal energy at 300 K: 0.02585 eV
well phonon energy: 0.04899 eV
attempt frequency: 1.185e+13 1/s
hopping rate at 300 K: 2.430e+10 1/s
hopping rate at 358 K: 6.624e+10 1/s
flux-integral rate / harmonic rate: 0.9948
mobility at 300 K: 1.152e-03 cm2/Vs
mobility at 358 K: 2.630e-03 cm2/Vs
drift mobility / Einstein mobility: 0.9798
rate ratio, barrier B against lam/4: 32.5
rate ratio, barrier lam/4-V against B: 1.47
site energy drop at 1 MV/cm: 0.0350 eV
forward barrier at 1 MV/cm: 0.1432 eV
site energy drop at 3 MV/cm: 0.1050 eV
forward barrier at 3 MV/cm: 0.1121 eV
tunnelling factor at 300 K: 1.88
quantum well factor at 300 K: 1.16
combined quantum rate factor: 2.17
equivalent barrier reduction: 0.0200 eV
Landau-Zener jump probability: 9.82e-04
barrier with lam raised 10 %: 0.1841 eV
barrier with V raised 10 %: 0.1521 eV
```
